# Density-response predictor against charge sloshing in Green-function contact calculations

## What the setting controls

A self-consistent calculation of a metal-semiconductor contact can fail although both of its halves are correct. The Green functions give a charge, Poisson's equation turns it into a potential, and the next charge overshoots in the opposite direction. Electrons then move back and forth along the device from one iteration to the next. This is charge sloshing. In the 240 Å contact treated below, mixing in 20% of each new potential multiplies a small long-wave error by 6.9 per iteration.

Two remedies are compared here: a smaller mixing weight, or a predictor that lets the density respond while Poisson's equation is being solved. The first must be paid for again whenever the device is lengthened. The second removes the cause.

## The equations being iterated

The model is a planar contact with one conduction band of effective mass $m$, no scattering, and a mean-field electrostatic potential without exchange-correlation. Holes and image forces are left out. Motion parallel to the interface is free, has the same mass on both sides and conserves lateral momentum.

Algebra is in atomic units. Let $U$ be the potential energy of an electron, $n$ the electron number density and $N$ the donor density. The electrostatic potential is $\phi=-U$, so $\epsilon\phi''=-4\pi(N-n)$ becomes

$$-\frac{\epsilon}{4\pi}U''=n-N .$$

On a grid of spacing $a$ with fixed end values this reads

$$KU=n[U]-N+b, \tag{1}$$

where $K$ is the positive definite matrix of $-(\epsilon/4\pi)d^2/dx^2$ and $b$ carries the end values.

Lateral motion is summed first. With spin, and $\eta=k_\perp^2/2m$,

$$F(E)=2\int\frac{d^2k_\perp}{(2\pi)^2}f(E+\eta)=\frac m\pi\int_0^\infty f(E+\eta)\,d\eta=\frac{mkT}{\pi}\ln\!\left(1+e^{(\mu-E)/kT}\right).$$

Its negative slope, $g=-F'=(m/\pi)f$, is positive and decreases with energy. This property will matter.

Along the contact normal, $H$ has hopping $-t$ with $t=1/(2ma^2)$ and site energy $2t+U_i$. An outgoing lead wave obeys $\psi_0=e^{ika}\psi_1$. The lead therefore adds $\Sigma=-te^{ika}$ to the end site, with $k$ fixed by the lead's band and $\mathrm{Im}\,k\ge0$. Put $G=(E-H-\Sigma)^{-1}$ and $\Gamma=i(\Sigma-\Sigma^\dagger)$. Then

$$i(G-G^\dagger)=iG\left[(G^\dagger)^{-1}-G^{-1}\right]G^\dagger=iG(\Sigma-\Sigma^\dagger)G^\dagger=G\Gamma G^\dagger .$$

Since $\Gamma$ is a sum of two end terms, the local density of states splits by contact $C$:

$$\rho_C(x,E)=\frac{|G_{xC}|^2\Gamma_C}{2\pi a},\qquad n(x)=\sum_C\int\rho_C(x,E)F(E-\mu_C)\,dE. \tag{2}$$

Here $F(E-\mu_C)$ means $F$ with Fermi level $\mu_C$. Equation (2) assumes that every occupied state is connected to a lead; a state bound inside the device would be missed.

## Why direct mixing sloshes

Direct mixing with weight $\alpha$ takes

$$U'=U+\alpha\left[K^{-1}(n[U]-N+b)-U\right].$$

Near a solution write the density change as $\delta n=-X\,\delta U$, with the leads held fixed. The minus sign is chosen because raising the electron energy repels electrons. Substitution gives

$$\delta U'=\left[1-\alpha(1+K^{-1}X)\right]\delta U .$$

An error mode with $K^{-1}Xv=\lambda v$ is multiplied by $1-\alpha(1+\lambda)$. In equilibrium $X$ is symmetric and, as shown below, not negative, so $\lambda$ is real and $\lambda\ge0$. Convergence needs

$$0<\alpha<\frac{2}{1+\lambda_{\max}}. \tag{3}$$

To estimate $\lambda_{\max}$, take a neutral semiconductor with local response $D_b$, and let $q$ be the wave number of the error. Then $K\to\epsilon q^2/4\pi$ and

$$\lambda(q)=\frac{4\pi D_b}{\epsilon q^2}=\frac1{(ql)^2},\qquad l^2=\frac{\epsilon}{4\pi D_b},$$

where $l$ is the screening length. The longest wave that vanishes at both ends has $q=\pi/L$, so

$$\lambda_{\max}\approx\left(\frac{L}{\pi l}\right)^2. \tag{4}$$

A contact also has a depleted layer of width $W$, which hardly responds. Treat it as having no response. There $v''=0$, so $v\propto x$, while in the neutral part $v\propto\sin q(L-x)$. Equal values of $v'/v$ at $W$ require

$$\frac1W=-q\cot q(L-W)\quad\Rightarrow\quad q(L-W)=\pi-\arctan(qW).$$

With $\arctan z\approx z-z^3/3$ this becomes $qL\approx\pi+(qW)^3/3$. The terms linear in $W$ cancel. The full length $L$ therefore belongs in (4), and depletion lowers $\lambda_{\max}$ by a relative amount that falls as $L^{-3}$.

A small weight has its own price. Modes with $\lambda\approx0$ keep a fraction $1-\alpha$ of their error at each step. Balancing the two ends of a spectrum from 0 to $\lambda_{\max}$ means $1-\alpha=\alpha(1+\lambda_{\max})-1$, hence $\alpha=2/(2+\lambda_{\max})$ and a best factor $\lambda_{\max}/(2+\lambda_{\max})$. For long devices this approaches one.

## What the predictor does

The predictor keeps the local densities of states from the last Green-function calculation, but lets them move rigidly with the new potential $V$:

$$n_p(x;V,U)=\sum_C\int\rho_C[U](x,E)\,F(E+V-U-\mu_C)\,dE. \tag{5}$$

It then solves the nonlinear Poisson equation

$$KV=n_p(V,U)-N+b \tag{6}$$

and passes $V$ to the next Green-function calculation. The density slope needed for (6) is diagonal in position:

$$D(x)=-\frac{\partial n_p}{\partial V}=\sum_C\int\rho_C\,g(E+V-U-\mu_C)\,dE\ge0 .$$

Newton's method for (6) uses the matrix $K+D$, which is positive definite. Equation (6) is thus the stationarity condition of a strictly convex function of $V$ and has one solution. A line search can protect the Newton steps if the start is poor. No new Green functions are needed inside this inner loop.

At convergence $V=U$, so $n_p=n[U]$ and (6) is identical to (1). The predictor changes the path, not the set of solutions.

For the error, expand about a solution. To first order

$$\delta n_p=-X\,\delta U-D(\delta V-\delta U).$$

The first term is the true change of the density at $U$; the second is the rigid shift from $U$ to $V$. Inserting this in (6) and collecting $\delta V$ on the left gives

$$(K+D)\,\delta V=(D-X)\,\delta U,\qquad M=(K+D)^{-1}(D-X). \tag{7}$$

Compare this with direct mixing. There the full response $X$ is divided by $K$, which is tiny for long waves. Here only the mistake in the guessed response, $D-X$, is passed on, and it is divided by $K+D$, which stays finite.

## Long and short waves

If the potential is shifted uniformly in the device and leads at fixed Fermi level, all states move rigidly. The guess (5) is then correct, and $X(q\to0)=D$ in a uniform system. How fast the difference vanishes can be worked out for dilute (Boltzmann) electrons. With $\beta=1/kT$,

$$\frac{e^{-\beta E_k}-e^{-\beta E_{k+q}}}{E_{k+q}-E_k}=\beta\int_0^1ds\,e^{-\beta[(1-s)E_k+sE_{k+q}]} .$$

For $E_k=k^2/2m$ the bracket equals $[(k+sq)^2+s(1-s)q^2]/2m$. The sum over $k$ does not depend on the shift $sq$, so

$$\frac{X(q)}{D}=\int_0^1ds\,\exp\!\left[-\frac{s(1-s)q^2}{2mkT}\right]\approx1-\frac{q^2}{12mkT}, \tag{8}$$

using $\int_0^1s(1-s)ds=1/6$. The predictor's error factor in a uniform system is

$$M(q)=\frac{D-X(q)}{D+\epsilon q^2/4\pi}.$$

It vanishes as $q^2$ for long waves, where the $\lambda$ of direct mixing diverges as $1/q^2$. For short waves $X\to0$ and $M\to1/(1+q^2l^2)$, which is small again because short-wave charge produces little potential. The largest factors belong to intermediate wavelengths.

## When convergence is guaranteed nearby

In equilibrium a stronger statement holds for a non-uniform contact. Treat the leads as long finite pieces, with eigenstates $i$ of energy $E_i$ for the whole system. The density matrix $P=F(H)$ commutes with $H$. For a perturbation $v$ the first-order part of this condition is $[H,\delta P]+[v,P]=0$, so

$$\delta P_{ij}=v_{ij}\frac{F_i-F_j}{E_i-E_j}=-v_{ij}\,\bar g_{ij},$$

where $\bar g_{ij}$ is the mean of $g$ between the two energies. For equal energies, including $i=j$, the commutator gives no condition. There the quotient is replaced by its limit $F'(E_i)$, because the perturbation shifts the energies at which $F$ is evaluated. Since $v^TXv=-\sum_xv_x\delta n_x=-\mathrm{Tr}(v\,\delta P)/a$,

$$v^TXv=\frac1a\sum_{ij}|v_{ij}|^2\bar g_{ij},\qquad v^TDv=\frac1a\sum_{ij}|v_{ij}|^2\,\frac{g_i+g_j}2 .$$

The second formula is $\sum_ig_i(v^2)_{ii}/a$, symmetrized in $i$ and $j$. Because $g$ is positive and decreasing, $0<\bar g_{ij}\le\max(g_i,g_j)<g_i+g_j$. Hence

$$0\le X\le2D \tag{9}$$

as quadratic forms. If $Mw=\nu w$, then (7) gives $(1-\nu)(K+D)w=(K+X)w$, so

$$1-\nu=\frac{w^T(K+X)w}{w^T(K+D)w}.$$

The right side is positive, and by (9) it is below 2. Therefore $-1<\nu<1$: close to an equilibrium solution the predictor converges at full step.

For Boltzmann electrons $g$ is convex, its mean lies below the average of its end values, and $X\le D$. Then $\nu\ge0$ and no error mode changes sign from one step to the next, although the error at a given point still can. Degenerate electrons can violate $X\le D$. In a disordered 12-site chain the lowest eigenvalue of $D-X$ is $-0.10$ of the largest eigenvalue of $X$, while that of $2D-X$ is $+0.59$.

The proof needs the sum over lateral motion. In a strictly one-dimensional wire $g=-f'$ is a peak at the Fermi level. If that level lies in a gap between discrete states, $g$ is nearly zero at the states but large between them. For the same chain treated as a cold wire, the lowest eigenvalue of $2D-X$ is $-1.0$ in the same relative measure. The guarantee is then lost. Actual divergence would further require $X$ to exceed $2D+K$ for some error.

Under bias the two contacts have different occupations and the proof does not apply. The error factors must then be computed or observed.

## A worked contact

Take round parameters: mass 0.3 electron masses, dielectric constant 12, donor density $5\times10^{-5}$ Å$^{-3}$, barrier 0.5 eV and temperature 300 K. The metal band starts 1 eV below the metal Fermi level, which is the energy zero. A forward bias of 0.1 V raises the semiconductor Fermi level to 0.1 eV. The bulk Fermi level lies 0.161 eV above the band edge, so the right band edge is at $0.100-0.161=-0.061$ eV.

In the solution, $U$ falls from 0.415 eV at 4 Å to 0.008 eV at 32 Å and $-0.054$ eV at 60 Å. The density is $1.40N$ at 4 Å, $0.05N$ at 12 Å and $0.93N$ at 60 Å. At the first point the band edge is more than 12 $kT$ above either Fermi level, so thermal occupation above it is negligible. The charge there comes from evanescent tails of states below the local edge. Its amount, like the current below, belongs to the 4 Å grid used here: the step from metal to barrier falls between two grid points, so neither number is a converged value for a continuous interface.

With transmission $T=\Gamma_L\Gamma_R|G_{LR}|^2$, the particle current is $\frac1{2\pi}\int T(F_L-F_R)dE$. The electrical current density has magnitude 0.034 nA/Å$^2$, or $3.4\times10^5$ A/cm$^2$. This is a model number. The field near the interface is about 2 MV/cm, where the omitted image force would lower the barrier by roughly 0.16 eV, and the metal here is only a band of mass 0.3 that is 1 eV deep. A test confirms that the current through every bond agrees with this integral.

**The sloshing mode.** The screening length is 12.2 Å, so (4) gives

$$\left(\frac{240}{\pi\times12.175}\right)^2=39.4 .$$

The full biased response gives $\lambda_{\max}=38.7$. With $\alpha=0.2$ the predicted factor is $1-0.2\times39.7=-6.9$, and three nonlinear iterations grow at this rate in magnitude. One predictor step applied to the same mode leaves an error whose largest value is 0.6% of the initial one.

A uniform system at this doping and $q=\pi/240$ Å$^{-1}$ has $\lambda=39.0$ but a predictor factor of only 0.0012. This is the long-wave cancellation. The remainder in the contact is larger; the run does not show which part of the device it comes from.

**Length.** In equilibrium the computed values are:

| $L$ (Å) | $\lambda_{\max}$ | $(L/\pi l)^2$ | limit on $\alpha$ | largest $\lvert\nu\rvert$ |
|---|---|---|---|---|
| 120 | 8.6 | 9.8 | 0.207 | 0.067 |
| 240 | 38.6 | 39.4 | 0.051 | 0.067 |
| 480 | 157.0 | 157.5 | 0.013 | 0.067 |

Estimate (4) is too high by 12%, 2% and 0.3% of its own value. The discrepancy falls by factors of about 6 and 7 per doubling, because the $L^{-3}$ depletion term dominates at these lengths. The factor does not go on to 8. The response $X(q)$ lies below $D_b$ by a relative amount of order $q^2$, which lowers $\lambda$ by a constant of a few hundredths. This relative $L^{-2}$ term takes over in much longer devices and brings the factor down towards 4. The predictor's slowest factor does not change with length at this precision.

**Step counts.** Start the biased contact $4.4\times10^{-5}$ eV from the solution and ask for $10^{-8}$ eV. Direct mixing with $\alpha=1/39.7=0.025$ has a slowest factor of 0.975. The required reduction is $\ln(4.4\times10^3)=8.4$, which suggests at most about $8.4/0.0255\approx330$ steps; the run takes 296. This weight is about half the best one, $2/(2+\lambda_{\max})=0.049$, whose factor 0.951 suggests at most about 170 steps. The predictor's largest factor is 0.066, which suggests $8.4/2.7\approx3$ steps, and it takes 3.

**A distant start.** From 0.044 eV away the predictor's errors are 0.044, $5.0\times10^{-4}$, $1.9\times10^{-5}$ and $1.1\times10^{-6}$ eV. Direct mixing from the same start, with the weight that is stable near the solution, does not converge in 400 steps. After 5 steps it has dug a pocket 0.20 eV below the semiconductor lead's band edge. After 20 steps the pocket is 1.03 eV deep, and its bottom, at $-1.10$ eV, lies below the metal band as well. Equation (2) can then miss bound states. A shallower pocket is already a problem. States below the semiconductor's band edge reach only the metal, through the barrier, and their resonances can be narrower than the spacing of the energy points. Doubling the energy grid changes the density by 0.9% of $N$ at step 5 and by $3.3N$ at step 20, against $2\times10^{-14}N$ at the solution. In the presence of a pocket such a difference does not bound the missing charge, because both grids can step over the same narrow state.

Missing electrons lower $U$ further and so deepen the pocket. The run therefore does not show what direct mixing would do from this start if the density were complete. An accurate integration need not remove the pocket either: without scattering, its states are filled only from the metal, whose Fermi level lies 0.1 eV below that of the semiconductor. Condition (3) assumes both small errors and a correctly integrated density, and the second assumption is not met in this run.

## Choosing the setting

**Use the predictor at full step first.** Extra damping by a weight $\gamma$ changes an error factor from $\nu$ to $1-\gamma+\gamma\nu$. With $\gamma=0.1$ and $\nu$ between 0 and 0.067, every factor becomes about 0.90 to 0.91, and most of the benefit is lost. If the full step fails from a distant start or under bias, first look for a pocket in the potential, as described below. Damping can be tried after that, but it does not restore missing charge.

**If only direct mixing is available, estimate the weight from the length.** For a depleted contact with the potential fixed at both ends, compute $l$ from the bulk density slope and stay below $2/[1+(L/\pi l)^2]$. If the semiconductor end has a zero-field condition instead, the longest wave has $q\approx\pi/2L$, and the permitted weight is about four times smaller. An accumulation layer responds more strongly than the bulk, so leave a margin there. For long devices, doubling the length divides the permitted weight by about four. Begin from a good profile. A solution at a neighbouring bias must first be rescaled to the new end values: with $B$ the fixed value at the metal end and $e$, $e'$ the old and new band edges of the semiconductor lead, start from $e'+(U-e)(B-e')/(B-e)$. Without this step, a profile from a lower forward bias lies below the new band edge. Charge can then be missed from the first iteration, with the predictor as well as with direct mixing.

**Judge convergence by the error, not by the step.** In direct mixing a mode with $\lambda\approx0$ moves by $\alpha$ times its error, so here the error is about 40 times the last change. For a predictor mode the change is $(1-\nu)$ times the error before the step, and the two nearly agree.

**Watch the lowest potential.** If it sinks clearly below a lead's band edge during the iteration, look for bound states and narrow resonances before changing the mixing. A very shallow dip need not matter: the converged biased solution itself lies $1.3\times10^{-4}$ eV below the semiconductor's edge. Agreement between two energy grids does not exclude them. The predictor cannot restore charge that the Green-function integration has missed.

**Treat wires and biased contacts as cases to check.** After several steps, the ratio of successive changes approaches the slowest factor. In the biased example the largest computed factor is 0.066, but that is a result for this contact, not a bound.

The values used here are collected in the numerical output below.

## Computed results

```
mass 0.3 m0; dielectric constant 12.0; donors 5.0e-05 A^-3
barrier 0.5 eV; metal depth 1.0 eV; bias 0.1 V
temperature 300 K; kT 0.02585 eV; grid step 4.0 A
hopping t 0.7937 eV; energy points at 240 A: 360
bulk Fermi level above band edge 0.1608 eV
bulk slope D 4.4741e-04 1/(eV A^3); screening length 12.175 A
right band edge -0.0608 eV (metal Fermi level = 0)
biased solution: x (A), U (eV), n/donors
     4.0   0.41463   1.40197
    12.0   0.24377   0.04564
    20.0   0.11713   0.07057
    32.0   0.00804   0.38709
    40.0  -0.02531   0.66857
    60.0  -0.05412   0.93326
   120.0  -0.06092   0.99952
   200.0  -0.06096   0.99996
lowest U minus right band edge -0.000126 eV
density change on doubling energy points / donors 2.0e-14
current density 3.3832e-02 nA/A^2 = 3.3832e+05 A/cm^2
biased: lambda_max 38.725, predictor radius 0.06616
sloshing factor, direct alpha=0.2: run 6.9449, theory 6.9449
sloshing amplitude left after one predictor step 0.00574
direct alpha 0.02517: slowest linear factor 0.97482
near start, error 4.44e-05 eV, steps to 1e-8 eV: predictor 3, direct 296
distant start, error 0.0444 eV: predictor steps to 1e-5 eV 3
  predictor errors (eV): 4.44e-02 4.97e-04 1.94e-05 1.05e-06
  direct: step, error (eV), lowest U - edge (eV), grid error/donors
      5  2.0034e-01 -2.0044e-01  9.3931e-03
     20  1.0347e+00 -1.0348e+00  3.3313e+00
    100  7.2879e+01  5.1173e+00  8.8091e-16
    400  4.1762e-01 -1.7193e-01  2.3662e-01
equilibrium: length (A), lambda_max, (L/pi l)^2, alpha limit, radius
    120     8.641     9.844   0.20744   0.06678
    240    38.552    39.374   0.05057   0.06680
    480   157.027   157.497   0.01266   0.06680
equilibrium eigenvalues of M, 240 A: 0.00062 to 0.06680
closed chain, lowest eigenvalue / largest eigenvalue of X:
  planar Fermi: D-X -1.002e-01, 2D-X 5.880e-01
  Boltzmann:    D-X -9.080e-17, 2D-X 3.873e-02
  1D wire, kT=0.01 eV: D-X -1.000e+00, 2D-X -1.000e+00
ring wave number 0.01309 1/A
ring Boltzmann 1-X/D 0.01390; small-q law 0.01403
ring at donor density: lambda 38.996, predictor 0.001154
```
